# Nuclear-size shifts of P levels from the Dirac and Pauli equations, part 2

A Dirac particle of mass $m$ (in electron masses) is bound to a fixed, spinless, spherical nucleus of charge $Z$, with normalized density $\rho(r)$ vanishing beyond $R$, moments $\langle r^p\rangle$ and root-mean-square radius $r_N$. We want the shift $\Delta E$ of its P levels from the point-nucleus energy $E_0$. Hartree atomic units are used, with $c=1/\alpha$. Write $z=Z\alpha$, $\bar\lambda=\alpha/m$ and $\delta V=V+Z/r$, with $V$ the potential. With the rest energy removed from $E$, the upper and lower spinors $\varphi,\chi$ obey, for $m=1$,

$$(E-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad (2c^2+E-V)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi. \tag{1}$$

For $z\ll1$ and $ZmR\ll1$,

$$\Delta E(nP_{1/2})=Z^6\alpha^2m^3\langle r^2\rangle\frac{n^2-1}{6n^5}+Z^6m^5\langle r^4\rangle\frac{n^2-1}{45n^5},\qquad \Delta E(nP_{3/2})=Z^6m^5\langle r^4\rangle\frac{n^2-1}{45n^5}, \tag{2}$$

with relative errors of order $z^2\ln(1/Zmr_N)$ and $ZmR$. The $\langle r^4\rangle$ term over the $\langle r^2\rangle$ term is

$$\frac{6}{45}\frac{m^2\langle r^4\rangle}{\alpha^2\langle r^2\rangle}=\frac{2}{15}\,\frac{\langle r^4\rangle}{\langle r^2\rangle^2}\left(\frac{r_N}{\bar\lambda}\right)^2, \tag{3}$$

The derivations set $m=1$; scaling $r=x/m$, $E=m\epsilon$ restores it. For $p\ge1$, and for the Schrödinger function $\mathcal R_{n1}$ with slope $s_n$ at the origin,

$$\int_0^R\delta V\,r^pdr=\frac{Z\langle r^p\rangle}{p(p+1)}. \tag{5}$$

$$s_n^2=\frac49\,Z^5\,\frac{n^2-1}{n^5}. \tag{6}$$

$$\mathcal R_{n1}=s_nr\left(1-\tfrac12Zr+\dots\right). \tag{7}$$

The first derivation set $\varphi=(G/r)\Omega_\kappa$, $\chi=i(F/r)\Omega_{-\kappa}$, with $\Omega_\kappa$ normalized, $(\boldsymbol\sigma\cdot\mathbf L+1)\Omega_\kappa=-\kappa\,\Omega_\kappa$, and $\kappa=+1,-2,-1$ for $P_{1/2},P_{3/2},S_{1/2}$. With $w=(E-V)/c$ and subscript 0 for the point nucleus,

$$G'=-\frac\kappa rG+(2c+w)F,\qquad F'=\frac\kappa rF-wG,\qquad\int_0^\infty(G^2+F^2)\,dr=1. \tag{8}$$

$$\Delta E\int_0^\infty(GG_0+FF_0)\,dr=\int_0^R\delta V\,(GG_0+FF_0)\,dr. \tag{9}$$

For $Z\alpha^2\ll r\ll1/Z$,

$$F=\frac{s_n}{2c}\left[(2+\kappa)\,r-\tfrac12(3+\kappa)Zr^2+\dots\right]. \tag{10}$$

For $\kappa=+1$, $F\simeq f_0r$ with

$$f_0=\frac{3s_n}{2c},\qquad f_0^2=\frac{9\alpha^2}{4}\cdot\frac49Z^5\frac{n^2-1}{n^5}=\alpha^2Z^5\frac{n^2-1}{n^5}. \tag{11}$$

Near the nucleus $w\simeq z\eta/r$, $\eta=-rV/Z$. For $\kappa=+1$, with $f=F/r\simeq f_0$,

$$(rG)'=r^2(2c+w)f,\qquad f'=-\frac{wG}{r}. \tag{12}$$

$$G=f_0\left[\tfrac23c\,r^2+z\,r\,h(r)\right],\qquad h(r)=\frac1{r^2}\int_0^r\eta(t)\,t\,dt\le\tfrac12. \tag{13}$$

$$\frac{f'}{f_0}=-\eta\left[\tfrac23Z+\frac{z^2h}{r}\right]. \tag{14}$$

The large components contribute to the right of (9)

$$f_0^2\int_0^R\delta V\,r^2\left[\tfrac49c^2r^2+\tfrac23Zr\left(h+\tfrac12\right)+\tfrac12z^2h\right]dr. \tag{15}$$

For $\kappa=-2$,

$$F=-z\,s_nr^2k(r),\qquad k(r)=\frac1{r^4}\int_0^r\eta(t)\,t^3dt\le\tfrac14. \tag{16}$$

As $R\to0$, with $\gamma=\sqrt{\kappa^2-z^2}$,

$$\Delta E\propto R^{2\gamma},\qquad2\gamma\simeq2-z^2\ \ (P_{1/2}),\qquad2\gamma\simeq4-\tfrac12z^2\ \ (P_{3/2}). \tag{17}$$

The relative logarithmic correction to (2) is $+z^2\ln(1/Zr_N)$ for $P_{1/2}$, half that for $P_{3/2}$. S levels shift by $\tfrac23Z^4\langle r^2\rangle/n^3$, so at leading order

$$\frac{\Delta E(nP_{1/2})}{\Delta E(nS_{1/2})}=z^2\,\frac{n^2-1}{4n^2}, \tag{18}$$

The second derivation, from a two-component Hamiltonian, follows.

### The Pauli Hamiltonian

Solve the second equation of (1) for $\chi$ and expand in $(E-V)/2c^2$, assumed small everywhere:

$$\chi=\frac1{2c}\left(1-\frac{E-V}{2c^2}\right)\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

Insert it in the first equation and use $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. The terms containing $E$ are collected on the right:

$$\left[\frac{p^2}2+V+\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi=E\,S\varphi,\qquad S=1+\frac{\alpha^2p^2}{4}. \tag{19}$$

The metric $S$ counts the norm of $\chi$, since $\langle\chi|\chi\rangle=\tfrac14\alpha^2\langle\varphi|p^2|\varphi\rangle$. Define $\psi=S^{1/2}\varphi$ and multiply (19) by $S^{-1/2}\simeq1-\alpha^2p^2/8$. To order $\alpha^2$ the Hermitian Hamiltonian for $\psi$ is

$$H=\frac{p^2}2+V-\frac{\alpha^2p^4}{8}+\frac{\alpha^2}8\left[2\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p-p^2V-Vp^2\right]. \tag{20}$$

With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, the first term in the bracket splits into $p_iVp_i$ and $i\epsilon_{ijk}\sigma_kp_iVp_j$. In the latter, $p_iV=Vp_i-i\partial_iV$, and $\epsilon_{ijk}p_ip_j=0$, which leaves $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=(V'/r)\,\boldsymbol\sigma\cdot\mathbf L=2(V'/r)\,\mathbf L\cdot\mathbf S$. The spin-independent remainder is $2p_iVp_i-p^2V-Vp^2=-[p_i,[p_i,V]]=-(-i)^2\nabla^2V=\nabla^2V$. Hence

$$H=\frac{p^2}2+V-\frac{\alpha^2p^4}8+\frac{\alpha^2}8\nabla^2V+\frac{\alpha^2}{2}\frac{V'}{r}\,\mathbf L\cdot\mathbf S .$$

The small component no longer appears. The nuclear size changes $H$ by

$$\delta H=\delta V+\frac{\alpha^2}8\nabla^2\delta V+\frac{\alpha^2}2\frac{\delta V'}r\,\mathbf L\cdot\mathbf S, \tag{21}$$

which is treated in first order. Write $\xi=\langle\mathbf L\cdot\mathbf S\rangle=\tfrac12[j(j+1)-2-\tfrac34]$, so $\xi=-1$ for $j=\tfrac12$ and $\xi=+\tfrac12$ for $j=\tfrac32$.

### The three expectation values

The first term gives $s_n^2Z\langle r^4\rangle/20$ for both values of $j$, by (5).

For the Darwin term, Poisson's equation gives $\nabla^2\delta V=4\pi Z[\rho-\delta^3(\mathbf r)]$. The delta function contributes nothing because $\mathcal R_{n1}(0)=0$. The angular integral of $|\Omega|^2$ is one, so

$$\Delta E_D=\frac{\alpha^2Z}8\int_0^R4\pi\rho\,\mathcal R_{n1}^2\,r^2dr=\frac{\alpha^2Zs_n^2}{8}\left[\langle r^2\rangle-Z\langle r^3\rangle+\dots\right]. \tag{22}$$

It is positive. The contact repulsion that a point nucleus places at the origin, where a P electron never is, has been spread over a volume in which the P density is finite.

For the spin–orbit term, partial integration and (5) give $\int\delta V'r^3dr=-3\int\delta V\,r^2dr=-Z\langle r^2\rangle/2$ and $\int\delta V'r^4dr=-4\int\delta V\,r^3dr=-Z\langle r^3\rangle/3$. Then

$$\Delta E_{SO}=\frac{\alpha^2\xi}2\int_0^R\delta V'\,\mathcal R_{n1}^2\,r\,dr=\alpha^2Zs_n^2\,\xi\left[-\tfrac14\langle r^2\rangle+\tfrac16Z\langle r^3\rangle+\dots\right]. \tag{23}$$

The field inside the nucleus is weaker than $Z/r^2$, so the spin–orbit coupling is reduced. The $j=\tfrac12$ level, which this coupling lowers, moves up, and the $j=\tfrac32$ level moves down.

The $\langle r^2\rangle$ terms add to

$$\alpha^2Zs_n^2\langle r^2\rangle\,\frac{1-2\xi}8=\alpha^2Zs_n^2\langle r^2\rangle\times\begin{cases}\tfrac38,&j=\tfrac12,\\[2pt]0,&j=\tfrac32.\end{cases} \tag{24}$$

With (6), $\tfrac38\cdot\tfrac49=\tfrac16$, and (2) is recovered. In this picture one third of the $P_{1/2}$ shift is Darwin and two thirds spin–orbit, and the zero for $P_{3/2}$ is a cancellation between two terms of equal size.

### The $\langle r^3\rangle$ terms and the corrected wave function

A cancellation exposes the next order. For $j=\tfrac32$ the $\langle r^3\rangle$ terms of (22) and (23) leave $\alpha^2Z^2s_n^2\langle r^3\rangle(-\tfrac18+\tfrac1{12})=-\tfrac1{24}\alpha^2Z^2s_n^2\langle r^3\rangle$. Relative to $s_n^2Z\langle r^4\rangle/20$ this is of order $Z\alpha^2/R$, which is not small for an electron, and the first derivation found no such term.

The missing piece is the order-$\alpha^2$ change of the point-nucleus function $\psi$, taken with the unsuppressed $\delta V$. Write the radial function as $u=s_n(r^2+\beta r)$ and balance the terms of order $1/r$ in $Hu=Eu$. On an $l=1$ function $p^2u=-u''+2u/r^2$, so $p^2r=2/r$. The kinetic term acting on $\beta r$ gives $\beta/r$. The Schrödinger equation gives $p^2r^2\to2(E+Z/r)r^2$, whose leading part $2Zr$ gives $p^4r^2\to4Z/r$, so the mass-velocity term contributes $-\alpha^2Z/2r$. The spin–orbit term, with $V'/r=Z/r^3$, contributes $\alpha^2Z\xi/2r$. The sum must vanish:

$$\beta=\tfrac12Z\alpha^2(1-\xi). \tag{25}$$

The cross term in $u^2$ adds $2\beta s_n^2\int\delta V\,r^3dr=\tfrac1{12}(1-\xi)\alpha^2Z^2s_n^2\langle r^3\rangle$. For $\xi=\tfrac12$ this is $+\tfrac1{24}$ and cancels the leftover exactly. For $\xi=-1$ the total is $-\tfrac18-\tfrac16+\tfrac16=-\tfrac18$, a correction of relative order $ZR$ to (24). The correction (25) cannot feed the $\langle r^2\rangle$ term, since it carries an extra factor $Z$ and only one inverse power of $r$.

The values of $\beta$ agree with the Dirac solution. The relation $\psi=(1+\alpha^2p^2/8)\varphi$ with $p^2\varphi\simeq(2Z/r)\varphi$ adds $\tfrac14Z\alpha^2$ to the $\beta$ of $G_0$. For $\kappa=-2$, $G_0$ has no term linear in $r$, so $\beta=\tfrac14Z\alpha^2$. For $\kappa=+1$, (13) gives $\tfrac12zf_0/s_n=\tfrac34Z\alpha^2$, so $\beta=Z\alpha^2$. Both are (25). The coefficient $-\tfrac18$ also follows from (9) with $G,F$ replaced by $G_0,F_0$, in units of $\alpha^2Z^2s_n^2\langle r^3\rangle$: the factor $(1-\tfrac23Zr)^2$ in $F_0^2$ gives $-\tfrac94\cdot\tfrac43\cdot\tfrac1{12}=-\tfrac14$ and the cross term in $G_0^2$ gives $2\cdot\tfrac34\cdot\tfrac1{12}=+\tfrac18$. This coefficient is only the part linear in $\delta V$. Terms quadratic in $\delta V$ enter at the same order, as the difference between $h$ and $\tfrac12$ in (15) shows, so it is not the full $O(ZR)$ correction.

## What each derivation assumes

The two results have different forms: $(2+\kappa)^2/24$ from the square of (10) times $\tfrac16$, and $(1-2\xi)/8$ from (24). Since $2\xi=\langle\boldsymbol\sigma\cdot\mathbf L\rangle=-\kappa-1$, the second is $(2+\kappa)/8$. They agree when $(2+\kappa)(2+\kappa-3)=0$, which is $\kappa(\kappa+1)=2$, the condition that the level is a P level. The operator reason is visible in (19). Writing (19) for both nuclei, multiplying each by the other solution and subtracting gives

$$\Delta E\,\langle\varphi_0|S|\varphi\rangle=\langle\varphi_0|\delta V|\varphi\rangle+\tfrac14\alpha^2\langle\boldsymbol\sigma\cdot\mathbf p\,\varphi_0|\delta V|\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle,$$

which is (9) with $\chi$ replaced by its leading form. Darwin plus spin–orbit is the small-component term, minus $\tfrac18\alpha^2\{p^2,\delta V\}$, and that anticommutator only compensates the change from $\varphi$ to $\psi$. The zero for $P_{3/2}$, a cancellation in the second picture, is a selection rule in the first: the lower spinor has $l=2$.

Both derivations assume a fixed, spherical, spinless nucleus, $z\ll1$ and $ZmR\ll1$, and both take the slope $s_n$ from the Schrödinger function. They differ in two further assumptions.

The second derivation expands in $(E-V)/2c^2$, whose size inside the nucleus is $Z\alpha^2/R$, and it works to first order in $\delta V$. A dimensional count shows what is thereby left open. A contribution proportional to $s_n^2Z^k\alpha^{2i}R^p$ must scale as an energy. In atomic units $s_n^2$ scales as length$^{-5}$, $Z$ as length$^{-1}$, $\alpha$ as a length (it is the Compton wavelength) and an energy as length$^{-2}$, so $p=3+k-2i$. The two terms of (2) are $(k,i)=(1,1)$ and $(1,0)$. The case $(1,2)$ would have $p=0$; an operator such as $\nabla^4\delta V$ acting on $|\psi|^2\propto r^2$ gives a multiple of $\int(\rho-\delta^3)\,d^3r=0$. The case $(2,1)$ has $p=3$, and $(3,2)$ has $p=2$ and is the $z^2$ correction. The case $(2,2)$ has $p=1$, a term $Z^2\alpha^4R$ whose size relative to the leading term is $Z\alpha^2/R$. The Pauli Hamiltonian stops at order $\alpha^2$ and is silent about it and about the higher powers of the same ratio. Taken alone, the second derivation is therefore established only for $R\gg Z\alpha^2/m$. This holds for a muon around a light nucleus and fails for an electron around a proton.

The first derivation makes neither assumption. Equation (9) is exact in $\delta V$, and the iteration of (12) produces only the combinations $Zr$, $z^2$ and $(cr)^2$ seen in (14) and (15). It shows that terms in $Z\alpha^2/R$ are absent from the energy, and so it extends the result of the second derivation to nuclei of any size with $ZmR\ll1$. It also yields the exponent (17), which the two-component expansion would meet only as a logarithm at the next order. Its cost is the matching of two regions. The second derivation, for its part, identifies the shift with a change in the fine-structure operators, and shows that the size-dependent part of the $P_{3/2}$–$P_{1/2}$ interval at order $\langle r^2\rangle$ is $\tfrac32\times(-\tfrac14)\alpha^2Zs_n^2\langle r^2\rangle$, from spin–orbit coupling alone.

The result fails when $z^2\ln(1/ZmR)$ is no longer small, for then the power $R^{2\gamma}$ and the Dirac normalization must be kept unexpanded. It fails when $ZmR$ approaches one, as for a muon around a heavy nucleus, where the wave function cannot be expanded over the nuclear volume. A density with a tail in place of a sharp edge leaves (2) unchanged as long as the moments exist and the tail is short against $1/Zm$; the extent of the tail then takes the place of $R$ in the error estimate. A finite nuclear mass, a nuclear spin or quadrupole moment, and nuclear polarizability add terms that lie outside both derivations.

## The Dirac eigenvalue without expansion

The numbers called exact below are eigenvalues of (8) for densities that are polynomials in $t=r/R$, found by matching at $r=R$.

Inside, $w=\sum_kw_kt^k$ is a polynomial. With $G=\sum g_jt^j$ and $F=\sum f_jt^j$, (8) gives

$$(j+\kappa)g_j=R\Big[2c\,f_{j-1}+\sum_kw_kf_{j-1-k}\Big],\qquad(j-\kappa)f_j=-R\sum_kw_kg_{j-1-k},$$

started at $j=|\kappa|$ with $f_j=1$, $g_j=0$ for $\kappa>0$ and the reverse for $\kappa<0$. The series was summed to 130 terms.

Outside, put $A=2c+E/c$, $B=-E/c$, $\lambda=\sqrt{AB}$, $\nu=z(A-B)/2\lambda$, $\mu=z(A+B)/2\lambda$, so that $\mu^2-\nu^2=z^2$, and $x=2\lambda r$. Substituting $G=\sqrt A\,e^{-x/2}x^\gamma(U_1+U_2)$ and $F=\sqrt B\,e^{-x/2}x^\gamma(U_1-U_2)$ in (8), dividing by $\sqrt A$ and $\sqrt B$, and taking the sum and the difference gives

$$xU_1'=(x-\nu-\gamma)U_1-(\mu+\kappa)U_2,\qquad xU_2'=-aU_2+(\mu-\kappa)U_1,\qquad a=\gamma-\nu.$$

Apply $x\,d/dx$ to the second equation, insert the first, and replace $(\mu-\kappa)U_1$ by $xU_2'+aU_2$. The term without $x$ has the coefficient $\gamma^2-\nu^2+\mu^2-\kappa^2=0$, and what remains is Kummer's equation $xU_2''+(2\gamma+1-x)U_2'-aU_2=0$. The solution that lets $G$ and $F$ decay is Tricomi's function $U_2=U(a,2\gamma+1,x)$. The contiguous relation $xU'(a,b,x)+aU(a,b,x)=a(a-b+1)\,U(a+1,b,x)$, with $a(a-2\gamma)=\nu^2-\gamma^2=\mu^2-\kappa^2$, gives $U_1=(\mu+\kappa)\,U(a+1,2\gamma+1,x)$. For the point nucleus regularity requires $a=-(n-|\kappa|)$, which gives $E_0=c^2\{[1+z^2/(n-|\kappa|+\gamma)^2]^{-1/2}-1\}$. For the extended nucleus $G_{\rm in}F_{\rm out}-F_{\rm in}G_{\rm out}=0$ at $R$ was solved for $\Delta E$ by the secant method in 80-digit arithmetic. Norms and the integrals in (9) were evaluated by Gauss–Legendre quadrature.

## Hydrogen, $n=2$

The level of theory is the Dirac equation with a fixed, uniformly charged proton. The inputs are the CODATA values $\alpha=7.297353\times10^{-3}$, $1\ \text{bohr}=5.291772\times10^4$ fm, $1\ \text{hartree}=6.579684\times10^{15}$ Hz and $r_N=0.84075$ fm. Then $r_N=1.588787\times10^{-5}$ bohr, $R=\sqrt{5/3}\,r_N=2.051116\times10^{-5}$ bohr, $\langle r^2\rangle=2.524245\times10^{-10}$ bohr$^2$, $\langle r^4\rangle=3R^4/7=7.585491\times10^{-20}$ bohr$^4$, and $\alpha^2=5.3251\times10^{-5}$. Many digits are kept so that formula and eigenvalue can be compared within the model. As a prediction for hydrogen only the leading figures of the $2S_{1/2}$ and $2P_{1/2}$ shifts count, because recoil is omitted. The $2P_{3/2}$ value is no prediction at all. It follows $\langle r^4\rangle$, and an exponential density of the same $r_N$, with $\langle r^4\rangle/\langle r^2\rangle^2=2.5$, gives $2.2\times10^{-6}$ Hz in place of the $1.0\times10^{-6}$ Hz found below. Moreover, for a nucleus of finite mass $M$ the spin–orbit coupling gains a part proportional to $1/mM$ that the Darwin term lacks, so the cancellation in (24) is broken at relative order $m/M$. A term of that size, $m/M$ times a fraction of the $2P_{1/2}$ shift, is of order $10^{-4}$ Hz, far above the $\langle r^4\rangle$ term.

The two terms of (2) are

$$\frac{\alpha^2\langle r^2\rangle}{64}=\frac{5.3251\times10^{-5}\times2.524245\times10^{-10}}{64}=2.1003\times10^{-16}\ \text{hartree},\qquad\frac{\langle r^4\rangle}{480}=1.5803\times10^{-22}\ \text{hartree}.$$

The first is $1.382$ Hz. The exact shifts are $2.1017\times10^{-16}$ hartree, or $1.383$ Hz, for $2P_{1/2}$ and $1.5808\times10^{-22}$ hartree, or $1.040\times10^{-6}$ Hz, for $2P_{3/2}$. The ratio (3) is $\tfrac2{15}\times1.1905\times4.740\times10^{-6}=7.5\times10^{-7}$. For $2S_{1/2}$ the formula $\langle r^2\rangle/12$ gives $2.1035\times10^{-11}$ hartree and the exact shift is $2.1049\times10^{-11}$ hartree, or $1.385\times10^5$ Hz. The exact ratio of the $2P_{1/2}$ to the $2S_{1/2}$ shift is $9.9851\times10^{-6}$, and (18) gives $3z^2/16=9.9846\times10^{-6}$. Both levels have $|\kappa|=1$ and the same exponent $2\gamma$, so the logarithm cancels in this ratio.

The wave function at $r=r_N$ shows the mechanism. The exact point solution gives $(G_0'+G_0/r)/(2cF_0)=2.676$, which is $1+Z\alpha^2/2r_N=1+5.3251\times10^{-5}/3.1776\times10^{-5}$, so the leading relation between the components overestimates $F$ there by that factor when applied to the true $G_0$. The small component itself is nevertheless close to (11): $f_0^2=3\alpha^2/32=4.9923\times10^{-6}$ bohr$^{-3}$, against $(F_0/r)^2=4.99552\times10^{-6}$ for the point nucleus and $(F/r)^2=4.99547\times10^{-6}$ bohr$^{-3}$ for the extended one. The ratio $G_0/F_0$ is $5.10022\times10^{-3}$, and (13) gives $\tfrac23cr_N+\tfrac12z=1.45147\times10^{-3}+3.64868\times10^{-3}=5.10015\times10^{-3}$. For $2P_{3/2}$, $F_0/G_0=-1.824344\times10^{-3}$ and $-z/4=-1.824338\times10^{-3}$.

In the exact integral on the right of (9), the large components supply a fraction $1.017\times10^{-5}$ of the $2P_{1/2}$ shift. Equation (15) accounts for it. For the uniform sphere $\eta=\tfrac12(3t-t^3)$ and $h=\tfrac12t-\tfrac1{10}t^3$, and the weight $\delta V\,r^2$ is proportional to $t-\tfrac32t^2+\tfrac12t^4$ with integral $\tfrac1{10}$. Term-by-term integration gives the averages $\overline h=\tfrac{47}{240}$, $\overline t=\tfrac5{12}$ and $\overline{th}=\tfrac{25}{252}$. Divided by the small-component term $f_0^2Z\langle r^2\rangle/6$, the three pieces of (15) are $0.75\times10^{-6}$, then $\tfrac23R\left(\tfrac{25}{252}+\tfrac5{24}\right)=4.21\times10^{-6}$, and $\tfrac12\alpha^2\cdot\tfrac{47}{240}=5.21\times10^{-6}$, with sum $1.017\times10^{-5}$. The $\langle r^4\rangle$ term is the smallest of the three, so for electronic hydrogen it has no standing in the $P_{1/2}$ formula. For $2P_{3/2}$ the small components supply $2.092\times10^{-6}$ of the shift. Here $k=\tfrac3{10}t-\tfrac1{14}t^3$, the weight is $t^3-\tfrac32t^4+\tfrac12t^6$ with integral $\tfrac3{140}$, the average is $\overline k=\tfrac{11}{70}$, and $\tfrac14\alpha^2\cdot\tfrac{11}{70}=2.092\times10^{-6}$.

The two-component terms, integrated numerically with the full $\mathcal R_{21}$, are $\Delta E_D=7.000894\times10^{-17}$ hartree and $\Delta E_{SO}=-1.400187\times10^{-16}\,\xi$ hartree. For $j=\tfrac12$ they add to $2.1003\times10^{-16}$ hartree. For $j=\tfrac32$ they leave $7.000894\times10^{-17}-7.000935\times10^{-17}\approx-4\times10^{-22}$ hartree, known to one figure from these digits. This is the leftover $-\tfrac1{24}\alpha^2s_2^2\langle r^3\rangle$, which with $\langle r^3\rangle=R^3/2$ and $s_2^2=\tfrac1{24}$ is $-4.0\times10^{-22}$ hartree. It is larger than the true $2P_{3/2}$ shift and has the opposite sign. The correction (25) removes it.

The dependence on $n$ and on the shape is given below for three densities of equal $r_N$. The second column is $\langle r^4\rangle/\langle r^2\rangle^2$, the third is the exact $P_{1/2}$ shift over the $\langle r^2\rangle$ term, and the fourth is the exact $P_{3/2}$ shift over the $\langle r^4\rangle$ term.

| density, $n$ | moment ratio | $P_{1/2}$ | $P_{3/2}$ |
|---|---|---|---|
| $1$, $n=2$ | 1.1905 | 1.000683 | 1.000326 |
| $1$, $n=3$ | 1.1905 | 1.000685 | 1.000341 |
| $1$, $n=4$ | 1.1905 | 1.000684 | 1.000345 |
| $1-t^2$, $n=2$ | 1.2963 | 1.000683 | 1.000324 |
| $t^4$, $n=2$ | 1.0519 | 1.000684 | 1.000328 |

The $P_{1/2}$ shift depends on $\langle r^2\rangle$ alone to about one part in $10^6$ among these shapes, while the $P_{3/2}$ shift follows $\langle r^4\rangle$ through a variation from $1.05$ to $1.30$. The logarithms of (17) are $\alpha^2\ln(1/r_N)=5.3251\times10^{-5}\times11.05=5.88\times10^{-4}$ and half of that, $2.94\times10^{-4}$. They make up most of the excesses $6.83\times10^{-4}$ and $3.26\times10^{-4}$. The rest is of the size allowed for the underived terms of order $z^2$ and $ZR$. The exponent itself can be read from two much smaller nuclei, with radii $r_N/100$ and $r_N/1000$, as $\log_{10}$ of the ratio of their shifts. It is $1.99994671$ for $2P_{1/2}$, where $2\gamma=1.99994675$, and $3.99997332$ for $2P_{3/2}$, where $2\gamma=3.99997337$.

## Two model systems

For a uniform nucleus with $Z=10$ and the round radius $r_N=3$ fm $=5.66918\times10^{-5}$ bohr, the $\langle r^2\rangle$ term is $10^6\alpha^2r_N^2/64=2.674\times10^{-9}$ hartree and the exact $2P_{1/2}$ shift is $2.811\times10^{-9}$ hartree. The excess over the formula is $5.1\%$, of which $z^2\ln(1/Zr_N)=4.0\%$ is the logarithm. For $2P_{3/2}$ the $\langle r^4\rangle$ term is $2.562\times10^{-14}$ hartree and the exact shift $2.624\times10^{-14}$ hartree, an excess of $2.4\%$ over the formula against a half logarithm of $2.0\%$. For $2P_{1/2}$ the leading formula has thus lost its second figure already at $Z=10$.

For a muon, $m=206.7683$, on the fixed $Z=1$ centre of the hydrogen example, $(r_N/\bar\lambda)^2=0.20266$. The centre does not recoil, so this is a model and not muonic hydrogen. The terms of (2) are the hydrogen values times $m^3$ and $m^5$: $1.8567\times10^{-9}$ and $5.973\times10^{-11}$ hartree, with ratio $\tfrac2{15}\times1.1905\times0.20266=0.032$. The exact shifts are $1.9137\times10^{-9}$ hartree ($0.0521\ \mu$eV) for $2P_{1/2}$ and $5.957\times10^{-11}$ hartree ($0.0016\ \mu$eV) for $2P_{3/2}$. The exact $2P_{1/2}$ shift is $1.0307$ times the $\langle r^2\rangle$ term alone and $0.9986$ times the sum of both terms. The remaining $-0.14\%$, relative to that sum, is of the order of $Zmr_N=206.77\times1.5888\times10^{-5}=3.3\times10^{-3}$. In this regime the $P_{3/2}$ shift is about three percent of the $P_{1/2}$ shift and larger than the error of the formula, so the $\langle r^4\rangle$ term of (2) has to be kept for both levels.

Numerical values quoted here were computed with a short program.
